**Spin-disorder resistivity and the static-moment approximation**

For weak scattering by disordered local moments, the program tests ρ = πΩΔ²/(4e²ħ⟨v_x²⟩), where Ω is the cell volume, Δ the exchange splitting and ⟨v_x²⟩ the Fermi-surface average of the squared velocity component. It asserts that Bessel-integral and Brillouin-zone averages agree, that the CPA t-matrix averages to zero over moment directions, and that the CPA resistivity agrees within 15% with a stochastic Kubo trace on noncollinear lattices. For the model parameters the output gives 138 µΩ cm for weak scattering, 158 µΩ cm in the CPA and 158 µΩ cm from the lattice trace, the last with a sampling error of about 3%. Wave evolution tests the decay rates for frozen, slowly turning and rapidly turning moments against the CPA or the golden rule. Slow moments leave the rate at 0.96 of its frozen value, while moments faster than hopping reduce it to 0.48. The moment time is about 31 times the hopping time in the worked example. The program also asserts the thermal factor x/sinh x, with x the exchanged energy divided by k_BT; its average is 0.97 here. The printed dynamic correction of 0.001% is comparable with the truncation error of the integral and should be read as less than 0.01%.

## Numerical check

```python
"""
Spin-disorder resistivity of a disordered-local-moment (DLM) paramagnet.
Result under test, for weak scattering on a simple cubic lattice:
    rho = pi * Omega * Delta^2 / (4 e^2 hbar <v_x^2>)
Omega: cell volume, Delta: exchange splitting, <v_x^2>: Fermi-surface average.
Also tested: the CPA/Kubo extension, and the static treatment of the moments,
valid when the hopping time hbar/(sqrt(z) t) is far below the moment time
tau_m = (m hbar / 2J) sqrt(3/(2z)).
t: hopping, z: neighbours, m: moment in Bohr magnetons, J: exchange per bond.
Internal units: energy t, length a, time hbar/t. Half filling, Fermi energy 0.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.integrate import simpson, quad
from scipy.optimize import brentq
from scipy.special import j0, j1

rng = np.random.default_rng(12)

# ---------- model parameters of the worked example ----------
hop_eV, a_m, split_eV = 0.5, 2.5e-10, 1.0
moment, J_eV, z, T_K = 3.0, 0.030, 6, 1000.0
hbar_eVfs = const.hbar / const.e * 1e15
kB_eV = const.k / const.e
delta = 0.5 * split_eV / hop_eV          # half splitting in units of t

# ---------- Fermi-surface averages: Bessel integrals and zone sums ----------
s = np.linspace(0.0, 400.0, 40001)
return_amp = j0(2 * s)**3
dos = simpson(return_amp, x=s) / np.pi
ratio_j1 = np.full_like(s, 2.0)
ratio_j1[1:] = 2 * j1(2 * s[1:]) / s[1:]
v2dos = simpson(ratio_j1 * j0(2 * s)**2, x=s) / np.pi
v2 = v2dos / dos

nk = 100
kk = (np.arange(nk) + 0.5) * np.pi / nk
ck = np.cos(kk)
eps = -2 * (ck[:, None, None] + ck[None, :, None] + ck[None, None, :])
eps2 = eps**2
vx2 = 4 * np.sin(kk)[:, None, None]**2
width = 0.1
bump = np.exp(-eps2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
assert abs(bump.mean() / dos - 1) < 0.01
assert abs((vx2 * bump).mean() / v2dos - 1) < 0.01


def kubo_sum(gamma):
    """Zone average of v_x^2 (Im G)^2 at the Fermi energy."""
    return (vx2 * (gamma / (eps2 + gamma**2))**2).mean()


def cpa_gamma(d):
    """Minus the imaginary part of the CPA self-energy."""
    def mismatch(g):
        return ((d**2 + g**2) / (eps2 + g**2)).mean() - 1
    return brentq(mismatch, 0.05, 5.0)


# weak scattering turns the Kubo expression into the Boltzmann one
assert abs(kubo_sum(0.1) * 2 * 0.1 / np.pi / v2dos - 1) < 0.03

gamma_born = np.pi * delta**2 * dos
gamma = cpa_gamma(delta)
g_loc = (gamma / (eps2 + gamma**2)).mean()

# ---------- CPA condition: average t-matrix over all moment directions ------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
nodes, weights = np.polynomial.legendre.leggauss(8)
t_mean = np.zeros((2, 2), complex)
t_size = 0.0
for c, w in zip(nodes, weights):
    for ph in 2 * np.pi * np.arange(8) / 8:
        r = np.sqrt(1 - c * c)
        e_dir = np.array([r * np.cos(ph), r * np.sin(ph), c])
        V = -delta * np.einsum('a,aij->ij', e_dir, pauli)
        V = V + 1j * gamma * np.eye(2)
        tm = V @ np.linalg.inv(np.eye(2) + 1j * g_loc * V)
        t_mean += w * tm / 16
        t_size += w * np.abs(tm).max() / 16
assert np.abs(t_mean).max() < 1e-8 * t_size


# ---------- lattice tools ----------
def random_moments(L):
    e = rng.normal(size=(3, L, L, L))
    return e / np.sqrt((e**2).sum(axis=0))


def spin_dot(e, psi):
    """Apply sigma.e to spinors stored as (batch, spin, x, y, z)."""
    out = np.empty_like(psi)
    lower = e[0] + 1j * e[1]
    out[:, 0] = e[2] * psi[:, 0] + lower.conj() * psi[:, 1]
    out[:, 1] = lower * psi[:, 0] - e[2] * psi[:, 1]
    return out


# ---------- stochastic Kubo trace on noncollinear disordered lattices -------
def hamiltonian(e, psi):
    out = -delta * spin_dot(e, psi)
    for ax in (2, 3, 4):
        out -= np.roll(psi, 1, axis=ax) + np.roll(psi, -1, axis=ax)
    return out


def velocity(psi, ax):
    return -1j * (np.roll(psi, -1, axis=ax) - np.roll(psi, 1, axis=ax))


def energy_filter(e, psi, order=256):
    """Chebyshev approximation of delta(H) acting on psi, Jackson kernel."""
    half_band = 6.2 + delta
    q = np.pi / (order + 1)
    m = np.arange(order)
    kern = ((order - m + 1) * np.cos(q * m)
            + np.sin(q * m) / np.tan(q)) / (order + 1)
    prev, cur = psi, hamiltonian(e, psi) / half_band
    acc = kern[0] * psi
    for n in range(2, order):
        prev, cur = cur, 2 * hamiltonian(e, cur) / half_band - prev
        if n % 2 == 0:
            acc = acc + 2 * kern[n] * (-1)**(n // 2) * cur
    return acc / (np.pi * half_band)


L_kubo, samples = 20, 6
traces, dos_samples = [], []
for _ in range(samples):
    e = random_moments(L_kubo)
    phase = rng.uniform(0, 2 * np.pi, (1, 2, L_kubo, L_kubo, L_kubo))
    phi = np.exp(1j * phase)
    batch = np.concatenate([phi] + [velocity(phi, ax) for ax in (2, 3, 4)])
    filt = energy_filter(e, batch)
    dos_samples.append(np.vdot(phi[0], filt[0]).real / (2 * L_kubo**3))
    tr = [np.vdot(filt[i + 1], velocity(filt[:1], i + 2)[0]).real
          for i in range(3)]
    traces.append(np.mean(tr) / L_kubo**3)
K_lattice = np.pi**2 / 2 * np.mean(traces)
K_error = np.pi**2 / 2 * np.std(traces, ddof=1) / np.sqrt(samples)
K_cpa = kubo_sum(gamma)
# tolerance covers sampling noise, energy resolution and what CPA leaves out
assert abs(K_lattice / K_cpa - 1) < 0.15
assert abs(np.mean(dos_samples) * np.pi / g_loc - 1) < 0.06


# ---------- electron wave among frozen or turning moments ----------
L = 28
kf = 2 * np.pi * np.arange(L) / L
cf, sf = np.cos(kf), np.sin(kf)
band = -2 * (cf[:, None, None] + cf[None, :, None] + cf[None, None, :])
starts = [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]
v_weight = np.array([(p * sf[:, None, None] + q * sf[None, :, None]
                      + r * sf[None, None, :]) / 3 for p, q, r in starts])


def turn(e, rate, dt):
    """Midpoint step of de/dt = rate * e x (sum of neighbour moments)."""
    def torque(x):
        field = sum(np.roll(x, sh, axis=ax)
                    for ax in (1, 2, 3) for sh in (1, -1))
        return rate * np.cross(x, field, axis=0)
    new = e + dt * torque(e + 0.5 * dt * torque(e))
    return new / np.sqrt((new**2).sum(axis=0))


def evolve(e_start, rate, d, dt, t_end=7.0):
    """Return times, survival probability, velocity, moment correlation."""
    e = e_start.copy()
    psi = np.zeros((4, 2, L, L, L), complex)
    index = [tuple((sg * L // 4) % L for sg in st) for st in starts]
    for i, ix in enumerate(index):
        psi[(i, 0) + ix] = 1.0
    half = np.exp(-0.5j * band * dt)
    rows = [(0.0, 1.0, 1.0, 1.0)]
    for n in range(int(round(t_end / dt))):
        if rate:
            e = turn(e, rate, dt / 2)
        phi = ifftn(psi * half, axes=(2, 3, 4))
        phi = np.cos(d * dt) * phi + 1j * np.sin(d * dt) * spin_dot(e, phi)
        psi = fftn(phi, axes=(2, 3, 4)) * half
        if rate:
            e = turn(e, rate, dt / 2)
        amp = np.mean([psi[(i, 0) + ix] for i, ix in enumerate(index)])
        dens = (np.abs(psi)**2).sum(axis=1)
        vel = (dens * v_weight).sum() / 4
        corr = (e * e_start).sum(axis=0).mean()
        rows.append(((n + 1) * dt, abs(amp)**2, vel, corr))
    return np.array(rows).T


def decay_rate(times, values, t1=2.0, t2=7.0):
    y1, y2 = np.interp([t1, t2], times, values)
    return np.log(y1 / y2) / (t2 - t1)


d_test = 0.5
tau_slow, tau_fast = 3.0, 0.2
precession = np.sqrt(3 / (2 * z))        # rate = precession / tau_m
e0 = random_moments(L)
frozen = evolve(e0, 0.0, d_test, 0.1)
slow = evolve(e0, precession / tau_slow, d_test, 0.1)
fast = evolve(e0, precession / tau_fast, d_test, 0.05)

rate_cpa = 2 * cpa_gamma(d_test)
rate_frozen = decay_rate(frozen[0], frozen[1])
rate_velocity = decay_rate(frozen[0], frozen[2])
# tolerances cover finite-lattice noise and higher orders in the splitting
assert abs(rate_frozen / rate_cpa - 1) < 0.15
assert abs(rate_velocity / rate_cpa - 1) < 0.15

# initial curvature of the moment correlation
t_short = slow[0][6]
curvature = 2 * (1 - slow[3][6]) * (tau_slow / t_short)**2
assert abs(curvature - 1) < 0.06
below = np.argmax(slow[3] < np.exp(-1))
assert below > 0
t_1e = np.interp(-np.exp(-1), -slow[3][:below + 1], slow[0][:below + 1])
t_1e /= tau_slow


def golden_ratio(run):
    """Golden-rule rate with the simulated correlation over the static one."""
    return simpson(j0(2 * run[0])**3 * run[3], x=run[0]) / (np.pi * dos)


slow_pred, fast_pred = golden_ratio(slow), golden_ratio(fast)
slow_ratio = decay_rate(slow[0], slow[1]) / rate_frozen
fast_ratio = decay_rate(fast[0], fast[1]) / rate_frozen
assert abs(slow_ratio - slow_pred) < 0.15
assert abs(fast_ratio - fast_pred) < 0.15
assert fast_ratio < 0.8

# ---------- time scales of the worked example ----------
unit_fs = hbar_eVfs / hop_eV
tau_hop = unit_fs / np.sqrt(z)
stay = abs(np.exp(-1j * eps / np.sqrt(z)).mean())**2
assert abs(stay - j0(2 / np.sqrt(z))**6) < 1e-8
tau_m = moment * hbar_eVfs / (2 * J_eV) * np.sqrt(3 / (2 * z))
tau_el = unit_fs / (2 * gamma)
tm = tau_m / unit_fs
dyn_ratio = simpson(return_amp * np.exp(-s**2 / (2 * tm**2)), x=s)
dyn_ratio /= np.pi * dos
smeared = (np.exp(-eps2 * tm**2 / 2) * tm / np.sqrt(2 * np.pi)).mean() / dos
assert abs(smeared - dyn_ratio) < 0.005


# ---------- thermal factor for energy exchange with quantum moments ---------
def fermi(u):
    return 1 / (np.exp(u) + 1)


for x in (0.5, 2.0):
    phase_space = quad(lambda u: fermi(u) * fermi(-u - x), -40, 40)[0]
    assert abs(phase_space * 2 / (1 + np.exp(x)) - x / np.sinh(x)) < 1e-7
x_rms = hbar_eVfs / tau_m / (kB_eV * T_K)
thermal = quad(lambda y: np.exp(-y * y / 2) / np.sqrt(2 * np.pi) * 2
               * x_rms * y / np.sinh(x_rms * y), 1e-9, 10)[0]

# ---------- resistivities in micro-ohm cm ----------
v2_SI = v2 * (hop_eV * const.e * a_m / const.hbar)**2
rho_born = (np.pi * a_m**3 * (split_eV * const.e)**2
            / (4 * const.e**2 * const.hbar * v2_SI)) * 1e8
rho_unit = np.pi * const.hbar * a_m / (2 * const.e**2) * 1e8
rho_cpa = rho_unit / K_cpa
rho_lattice = rho_unit / K_lattice
path = np.sqrt(3 * v2) / (2 * gamma)

print(f"hopping t = {hop_eV:.2f} eV")
print(f"lattice constant a = {a_m * 1e10:.2f} angstrom")
print(f"exchange splitting Delta = {split_eV:.2f} eV")
print(f"moment m = {moment:.1f} Bohr magnetons")
print(f"exchange J = {J_eV * 1e3:.1f} meV, neighbours z = {z}")
print(f"temperature T = {T_K:.0f} K")
print(f"mean-field Curie temperature = {z * J_eV / (3 * kB_eV):.0f} K")
print(f"density of states n*t = {dos:.4f} per spin and site")
print(f"<v_x^2> = {v2:.4f} (a t/hbar)^2")
print(f"rms Fermi speed = {np.sqrt(3 * v2_SI):.3e} m/s")
print(f"gamma, weak scattering = {gamma_born * hop_eV:.4f} eV")
print(f"gamma, CPA = {gamma * hop_eV:.4f} eV")
print(f"rho, weak scattering = {rho_born:.1f} micro-ohm cm")
print(f"rho, CPA Kubo = {rho_cpa:.1f} micro-ohm cm")
print(f"rho, lattice Kubo = {rho_lattice:.1f} micro-ohm cm")
print(f"lattice sampling error = {100 * K_error / K_lattice:.1f} percent")
print(f"electron lifetime, CPA = {tau_el:.3f} fs")
print(f"mean free path, CPA = {path:.2f} a")
print(f"hopping time = {tau_hop:.3f} fs")
print(f"probability still on site then = {stay:.3f}")
print(f"moment time tau_m = {tau_m:.2f} fs")
print(f"time for C = 1/e = {t_1e:.2f} tau_m = {t_1e * tau_m:.1f} fs")
print(f"tau_m / hopping time = {tau_m / tau_hop:.1f}")
print(f"tau_m / electron lifetime = {tau_m / tau_el:.1f}")
print(f"dynamic/static rate - 1 = {100 * (dyn_ratio - 1):.3f} percent")
print(f"hbar/tau_m = {1e3 * hbar_eVfs / tau_m:.1f} meV")
print(f"k_B T = {1e3 * kB_eV * T_K:.1f} meV")
print(f"thermal factor <x/sinh x> = {thermal:.4f}")
print(f"Wave test: Delta = {2 * d_test:.1f} t, lattice {L}^3 sites")
print(f"CPA rate = {rate_cpa:.4f} t/hbar")
print(f"momentum decay, frozen = {rate_frozen:.4f} t/hbar")
print(f"velocity decay, frozen = {rate_velocity:.4f} t/hbar")
print(f"slow moments: tau_m = {tau_slow:.1f} hbar/t")
print(f"  rate/frozen = {slow_ratio:.3f}, golden rule {slow_pred:.3f}")
print(f"fast moments: tau_m = {tau_fast:.1f} hbar/t")
print(f"  rate/frozen = {fast_ratio:.3f}, golden rule {fast_pred:.3f}")
print("finished without a failed check")
```

Running it gives:

```
hopping t = 0.50 eV
lattice constant a = 2.50 angstrom
exchange splitting Delta = 1.00 eV
moment m = 3.0 Bohr magnetons
exchange J = 30.0 meV, neighbours z = 6
temperature T = 1000 K
mean-field Curie temperature = 696 K
density of states n*t = 0.1427 per spin and site
<v_x^2> = 2.3420 (a t/hbar)^2
rms Fermi speed = 5.034e+05 m/s
gamma, weak scattering = 0.2241 eV
gamma, CPA = 0.2522 eV
rho, weak scattering = 137.8 micro-ohm cm
rho, CPA Kubo = 157.5 micro-ohm cm
rho, lattice Kubo = 158.0 micro-ohm cm
lattice sampling error = 3.3 percent
electron lifetime, CPA = 1.305 fs
mean free path, CPA = 2.63 a
hopping time = 0.537 fs
probability still on site then = 0.352
moment time tau_m = 16.46 fs
time for C = 1/e = 1.48 tau_m = 24.3 fs
tau_m / hopping time = 30.6
tau_m / electron lifetime = 12.6
dynamic/static rate - 1 = 0.001 percent
hbar/tau_m = 40.0 meV
k_B T = 86.2 meV
thermal factor <x/sinh x> = 0.9665
Wave test: Delta = 1.0 t, lattice 28^3 sites
CPA rate = 0.2304 t/hbar
momentum decay, frozen = 0.2405 t/hbar
velocity decay, frozen = 0.2436 t/hbar
slow moments: tau_m = 3.0 hbar/t
  rate/frozen = 0.962, golden rule 1.001
fast moments: tau_m = 0.2 hbar/t
  rate/frozen = 0.480, golden rule 0.529
finished without a failed check
```
